# Phase Shift per Volt and Junction Capacitance in a Silicon p-n Waveguide

**Q.** A reverse-biased junction carries almost no current. Why should its voltage change the phase of light in the waveguide at all?

**A.** The voltage moves the edges of the depletion layer, and free carriers lower the refractive index. Take an optical field $Ee^{-i\omega t}$ acting on an electron of effective mass $m_e$. Without damping, $m_e\ddot s=-qEe^{-i\omega t}$ gives the displacement amplitude $s=qE/(m_e\omega^2)$. With $N$ electrons per volume the polarization is $-Nqs=-Nq^2E/(m_e\omega^2)$, so the relative permittivity changes by

$$\delta\varepsilon_r=-\frac{Nq^2}{\varepsilon_0m_e\omega^2}.$$

Since $\varepsilon_r=n^2$, a small change obeys $\delta\varepsilon_r=2n\,\delta n$. Inserting $\omega=2\pi c/\lambda$,

$$\delta n=-a_eN,\qquad a_e=\frac{q^2\lambda^2}{8\pi^2c^2\varepsilon_0n\,m_e}.$$

Holes respond with the opposite displacement but also the opposite charge, so the sign is the same, and $a_h$ follows with $m_h$. Sweeping out either kind of carrier raises the index.

**Q.** You dropped the damping. Carriers in doped silicon scatter often.

**A.** With a scattering time $\tau$, $1/\omega^2$ becomes $1/(\omega^2+i\omega/\tau)$, whose real part is $1/(\omega^2+\tau^{-2})$. The relative reduction is about $1/(\omega\tau)^2$. For a model value $\tau=20$ fs at 1550 nm, $\omega\tau=24.3$. A comparison with the damped complex index, which also includes the second-order term in $\delta n$, gives a difference of at most 0.16 % in the index drop. The imaginary part is absorption, which is not treated here. The Drude law is itself a model. What a different dependence on carrier density does to the conclusion is taken up below.

**Q.** The carriers change the index in a thin strip, whereas the phase depends on the whole mode. How do you connect them?

**A.** Through Maxwell's equations. Let $\mathbf E_0,\mathbf H_0\propto e^{i\beta_0z}$ be a guided mode of a lossless guide with permittivity $\varepsilon_r$, and $\mathbf E,\mathbf H\propto e^{i\beta z}$ the mode after a change $\delta\varepsilon_r$. From $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=-i\omega\varepsilon_0(\varepsilon_r+\delta\varepsilon_r)\mathbf E$, with the conjugate equations for the first mode,

$$\nabla\cdot(\mathbf E_0^*\times\mathbf H)=-i\omega\mu_0\mathbf H_0^*\cdot\mathbf H+i\omega\varepsilon_0(\varepsilon_r+\delta\varepsilon_r)\mathbf E_0^*\cdot\mathbf E,$$

$$\nabla\cdot(\mathbf E\times\mathbf H_0^*)=i\omega\mu_0\mathbf H_0^*\cdot\mathbf H-i\omega\varepsilon_0\varepsilon_r\mathbf E_0^*\cdot\mathbf E.$$

In the sum only the term with $\delta\varepsilon_r$ survives. Integrate over the cross-section. The transverse part of the divergence becomes a boundary term, which vanishes because guided fields decay, and the $z$ derivative supplies $i(\beta-\beta_0)$:

$$(\beta-\beta_0)\iint(\mathbf E_0^*\times\mathbf H+\mathbf E\times\mathbf H_0^*)_z\,dA=\omega\varepsilon_0\iint\delta\varepsilon_r\,\mathbf E_0^*\cdot\mathbf E\,dA.$$

To first order the new fields may be replaced by the old ones, and the left integrand becomes $2\,\mathrm{Re}(\mathbf E\times\mathbf H^*)_z$. With $\delta\varepsilon_r=2n\,\delta n$ the factors of 2 cancel. Multiplying by $c/\omega$ gives the effective index change

$$\delta n_{\rm eff}=\iint g\,\delta n\,dA,\qquad g=\frac{c\varepsilon_0n|\mathbf E|^2}{\iint\mathrm{Re}(\mathbf E\times\mathbf H^*)_z\,dA}.$$

The weight $g$ has the unit of inverse area. It says how strongly the mode feels an index change at a given point.

**Q.** Now the junction. What exactly do you assume about it?

**A.** The junction is an abrupt plane of width $w$ at $y=0$, with uniform acceptor density $N_A$ below and donor density $N_D$ above. Dopants are fully ionized and carriers non-degenerate. The depletion approximation takes the layer $-x_p<y<x_n$ to be empty of carriers and the rest to be neutral. Neutral material must remain on both sides, and the voltage must vary slowly enough to appear across the junction rather than across series resistance. I count reverse bias as $V>0$.

The built-in voltage follows from equilibrium. The electron density is $N_D$ on the n side and $n_i^2/N_A$ on the p side, and its ratio is $e^{qV_{bi}/kT}$, so $V_{bi}=(kT/q)\ln(N_AN_D/n_i^2)$. Reverse bias adds to it.

Neutrality of the whole layer requires $N_Ax_p=N_Dx_n$. With $W=x_n+x_p$ this gives

$$x_n=\frac{N_A}{N_A+N_D}W,\qquad x_p=\frac{N_D}{N_A+N_D}W.$$

The field is triangular, with peak $qN_Dx_n/\varepsilon$ at the junction, $\varepsilon$ being the static permittivity. Its area is the total voltage, $V_{bi}+V=\tfrac12W\,qN_Dx_n/\varepsilon$. Writing $N_*=N_AN_D/(N_A+N_D)$, so that $N_Dx_n=N_*W$,

$$W^2=\frac{2\varepsilon(V_{bi}+V)}{qN_*}.$$

**Q.** Where does a capacitance enter? You have a width, and light does not know about capacitors.

**A.** It enters because the carriers that leave the mode are the charge that flows in the leads. The uncovered donor charge per unit length is $Q'=qwN_Dx_n=qwN_*W$. Differentiating the expression for $W^2$ gives $2W\,dW/dV=2\varepsilon/(qN_*)$, hence $dW/dV=\varepsilon/(qN_*W)$ and

$$C'=\frac{dQ'}{dV}=qwN_*\frac{\varepsilon}{qN_*W}=\frac{\varepsilon w}{W}.$$

A step $dV$ therefore removes $C'dV/q$ electrons per unit length at the upper edge and equally many holes at the lower edge.

At the upper edge the index rises by $a_eN_D$ in a strip of area $w\,dx_n$. If $g_n$ is the average of $g$ along that edge, the strip contributes $a_eN_D\,g_nw\,dx_n=a_eg_n\,dQ'/q$. The lower edge contributes $a_hg_p\,dQ'/q$. Add the two, divide by $dV$, and use $\phi=2\pi n_{\rm eff}L/\lambda$ for the phase delay over length $L$:

$$\boxed{\frac{d\phi}{dV}=\frac{2\pi L}{\lambda}\,\frac{C'}{q}\,(a_eg_n+a_hg_p)}$$

The sign is positive: more reverse bias means more delay.

**Q.** That is not yet proportionality. The weights are taken at edges that move with the voltage.

**A.** Correct, and the claim needs that condition. Write $d\phi/dV=K\,C'L$ with

$$K=\frac{2\pi}{\lambda q}(a_eg_n+a_hg_p).$$

$K$ is the phase gained per unit charge moved. At fixed doping and geometry, $d\phi/dV$ is proportional to $C'$ as the bias varies if $g$ is constant over the strips swept by the edges. Otherwise $K$ generally drifts, although with an off-centre junction a rise of one weight can partly offset the fall of the other.

For a slab guide the drift can be written down. In a TE mode the electric field lies along the layer, and $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ gives a transverse magnetic field $\beta E/(\omega\mu_0)=n_{\rm eff}E/(c\mu_0)$. The power integral is then $n_{\rm eff}\iint|E|^2dA/(c\mu_0)$, and with $c^2\varepsilon_0\mu_0=1$,

$$g=\frac{n|E|^2}{n_{\rm eff}\iint|E|^2dA}.$$

In the core the fundamental mode has $|E|^2\propto\cos^2\kappa y$ with $\kappa=(2\pi/\lambda)\sqrt{n^2-n_{\rm eff}^2}$. With the junction in the middle plane, $g\approx g(0)(1-\kappa^2y^2)$ near it. Both $x_n^2$ and $x_p^2$ are proportional to $V_{bi}+V$, so to this order $K$ falls linearly with voltage. For the carrier-induced phase, proportionality is good when $\kappa x_n$ and $\kappa x_p$ are small.

**Q.** If phase follows capacitance, I could widen the junction and get more phase.

**A.** Only until the junction spans the mode. Beyond that, extra width under a fixed mode adds capacitance but no phase. Widening the mode as well does not help: in a wide guide whose light fills the width $w$, $C'\propto w$ but $g\propto1/w$, and the product does not change. The proportionality compares bias points of one waveguide, not arbitrary waveguides.

**Q.** And a one-sided junction? With $N_D\gg N_A$ the n-side edge hardly moves, so the electrons should drop out.

**A.** They do not. The edge moves little, but through a denser population, and $N_Ddx_n=N_Adx_p$ throughout. The electron term keeps its full share, with $g_n$ close to its value at the junction plane.

**Q.** Put numbers in.

**A.** Take a silicon layer of 220 nm between silica claddings, p below and n above, TE light at 1550 nm, $w=2$ µm and $L=1$ mm. Laterally I treat the guide as a slab with all its light inside $w$. The round model parameters are indices 3.48 and 1.44, $N_A=1.0\times10^{18}$ and $N_D=1.5\times10^{18}$ cm$^{-3}$, and effective masses 0.26 and 0.39 electron masses. They give $V_{bi}=0.963$ V, $a_e=1.191\times10^{-27}$ m³ and $a_h=7.94\times10^{-28}$ m³.

At 2 V, $W=79.9$ nm. With relative permittivity 11.7,

$$C'=\frac{11.7\,\varepsilon_0\times2\times10^{-6}\ \mathrm m}{79.9\times10^{-9}\ \mathrm m}=2.59\times10^{-9}\ \mathrm{F/m}.$$

The weights are $g_n=2.713\times10^{12}$ and $g_p=2.488\times10^{12}$ m$^{-2}$, so

$$a_eg_n+a_hg_p=(3.23+1.97)\times10^{-15}\ \mathrm m=5.21\times10^{-15}\ \mathrm m,$$

where the last figure is rounded from the unrounded sum. Multiplying by $C'/q=1.618\times10^{10}$ m$^{-1}$V$^{-1}$ gives $dn_{\rm eff}/dV=8.42\times10^{-5}$ V$^{-1}$. The factor $2\pi L/\lambda=4054$ then gives

$$\frac{d\phi}{dV}=0.341\ \mathrm{rad/V}\quad(19.6^\circ\ \text{per volt}).$$

The small-signal product of half-wave voltage and length is $\pi L/(d\phi/dV)=0.92$ V cm at this bias.

These are values of the Drude model, not predictions for a real device. Full ionization is also an idealization here: near $10^{18}$ cm$^{-3}$ at room temperature, part of the dopants in neutral silicon can remain un-ionized. In silicon at such densities, holes lower the index more than twice as much as the Drude law says and electrons somewhat less, so holes rather than electrons dominate $K$. A design calculation should use measured index drops in place of $a_eN_D$ and $a_hN_A$, and its phase per volt can differ from the value here by tens of percent.

**Q.** How badly does proportionality fail here?

**A.** Compare the two ends of the range:

| $V$ (V) | $C'$ (pF/mm) | $d\phi/dV$ (rad/V) | $K$ (rad/pC) |
|---|---|---|---|
| 0 | 4.55 | 0.642 | 0.141 |
| 2 | 2.59 | 0.341 | 0.132 |
| 4 | 2.00 | 0.246 | 0.123 |

From 0 to 4 V the capacitance falls to 44 % of its initial value and the phase per volt to 38 %. The difference is the 13 % drop of $K$, nearly linear in voltage as the expansion predicts. It comes from the weights: $g_n$ falls by 9 % and $g_p$ by 19 %, the latter more because the lighter-doped p side depletes further. These figures are for the carrier part in the Drude model. With measured index drops the hole weight counts more and the fall of $K$ is nearer 16 %. The direct effect of the field, taken up in the last answer, works the other way.

A test with the same junction in a guide 2 µm thick, whose field is nearly flat across the depletion layer, gave a drift of only 0.3 %. That supports the stated condition for the carrier part of the phase.

**Q.** What does this mean for a large voltage swing?

**A.** If $K$ were constant, integration would give $\Delta\phi=KL\,\Delta Q'$. Since $Q'=qwN_*W=w\sqrt{2q\varepsilon N_*(V_{bi}+V)}$,

$$\Delta\phi=KLw\sqrt{2q\varepsilon N_*}\left(\sqrt{V_{bi}+V}-\sqrt{V_{bi}}\right).$$

Between 0 and 4 V, 11.13 pC is moved. With $K$ held at its zero-bias value, this predicts 1.57 rad. Integration with the moving weights gives 1.48 rad, so the constant-$K$ estimate is 6 % too high relative to that result. Extending the zero-bias slope over 4 V would give $4\times0.642=2.57$ rad, which is far worse. A half-wave voltage should therefore not be read from a small-signal slope when the swing is large.

There is also an electrical limit outside this model. The peak field $2(V_{bi}+V)/W$ is $2\times4.96\ \mathrm V/103\ \mathrm{nm}\approx96$ V/µm at 4 V. Breakdown can set in at fields of roughly this size, so the 4 V entries illustrate the depletion law and do not certify an operating point.

**Q.** Your perturbation formula used the mode of a guide without carriers, and the real depletion edges are not sharp. Are these errors under control?

**A.** They are separate errors. For the first, the effective index of the layered guide, carriers included, was found from its full mode condition and differentiated numerically. The derived slope agreed within 0.01 % for TE and 0.13 % for TM modes over the five biases from 0 to 4 V.

For the second, the carrier tails can be included by integrating Poisson's equation once. Let $u$ be the potential drop measured from the neutral n side, $u_n$ its value at the junction, and $V_T=kT/q$. Electrons follow $N_De^{-u/V_T}$, so $\varepsilon u''=qN_D(1-e^{-u/V_T})$. Multiply by $u'$ and integrate from the neutral region, where $u=u'=0$, to the junction, where $|u'|=F$:

$$\tfrac12\varepsilon F^2=qN_D\left[u_n-V_T(1-e^{-u_n/V_T})\right]\approx qN_D(u_n-V_T).$$

The exponential is negligible when $u_n\gg V_T$. The p side gives the same with $N_A$ and $u_p$. Divide each equation by its $q$ times doping and add, using $u_n+u_p=V_{bi}+V$:

$$\frac{\varepsilon F^2}{2qN_*}=V_{bi}+V-2V_T.$$

By Gauss's law $Q'=\varepsilon wF$. The tails thus replace $V_{bi}+V$ by $V_{bi}+V-2V_T$ in $Q'$ and $C'$. The capacitance rises, and the plain depletion value is too low by a fraction of about $V_T/(V_{bi}+V)$.

A numerical Poisson-Boltzmann solution confirms this. Relative to it, the depletion formula for $C'$ is low by 2.7 % at 0 V and 0.9 % at 2 V, and the phase per volt is low by nearly the same fractions. The link between phase and capacitance thus survives the smoothing better than either quantity does separately.

**Q.** Suppose the index change is not linear in the hole density. Does the argument collapse?

**A.** Not at fixed doping. Let holes of density $N$ lower the index by $\Delta_h(N)$. The moving edge clears material of one density, $N_A$, so its contribution is

$$\Delta_h(N_A)\,g_pw\,dx_p=\frac{\Delta_h(N_A)}{N_A}\,g_p\,\frac{dQ'}{q}.$$

The coefficient $a_h$ is replaced by $\Delta_h(N_A)/N_A$, which does not depend on bias. It does depend on the acceptor density, so devices that differ in $N_A$ then generally have different $K$ even in a flat mode. As a test with smooth carrier tails, a hole law with exponent 0.8 and the same drop at $N_A$ changed the slope at 2 V by 0.3 %.

**Q.** May I then measure the capacitance at the contacts and infer the phase per volt?

**A.** Only after isolating the junction part. Capacitance between the metal lines adds to the reading but removes no carriers from the mode. With the junction's own $C'$, and with the mode weights at the two edges and the index drops per carrier at the given doping known, the carrier part of the phase per volt follows. The formula omits the direct effect of the static field on the index. In silicon the index rises with the square of that field, and at the tens of volts per micrometre reached here this can add a noticeable contribution, and it does not follow $C'$. With $\delta n=3\chi F^2/(2n)$ and a triangular field of peak $F_m$, $\int F^2dy=F_m^2W/3$, whose voltage derivative is $F_m$. The extra slope is therefore about $dn_{\rm eff}/dV\approx g\,w\,(3\chi/2n)F_m$, which grows with bias while the carrier slope falls. For $\chi\approx10^{-19}$ m²/V², the order reported for silicon, it is roughly 7, 20 and 40 % of the carrier slope at 0, 2 and 4 V. That is enough to cancel or reverse the fall of $K$ found above, and it spoils proportionality even in a flat mode. The total phase per volt must then include it. The remaining values for each bias are in the numerical output below.

## Calculated quantities

```
wavelength 1550 nm, T 300 K
indices: Si 3.48, cladding 1.44; eps_r 11.7
N_A 1.00e+18, N_D 1.50e+18, n_i 1.0e+10 cm^-3
masses: electron 0.26, hole 0.39 electron masses
layer 220 nm, w 2.0 um, L 1.0 mm
kT/q 25.852 mV; V_bi 0.9629 V
a_e 1.1909e-21 cm^3; a_h 7.9391e-22 cm^3
index drop: n side 1.786e-03, p side 7.939e-04
Drude check: tau 20 fs, omega*tau 24.3, max error 0.16 %
carrier-free n_eff: TE 2.85136, TM 2.05273
TE weight at junction plane 2.9026 um^-2
V = 0 V: W 45.56, x_n 18.22, x_p 27.33 nm
  g_n 2.8400, g_p 2.7630 um^-2
  C' 4.5480 pF/mm; dn_eff/dV 1.5827e-04 1/V
  dphi/dV 0.6416 rad/V; K 0.1411 rad/pC
V = 1 V: W 65.04, x_n 26.02, x_p 39.03 nm
  g_n 2.7760, g_p 2.6229 um^-2
  C' 3.1854 pF/mm; dn_eff/dV 1.0713e-04 1/V
  dphi/dV 0.4343 rad/V; K 0.1363 rad/pC
V = 2 V: W 79.91, x_n 31.96, x_p 47.95 nm
  g_n 2.7129, g_p 2.4876 um^-2
  C' 2.5927 pF/mm; dn_eff/dV 8.4240e-05 1/V
  dphi/dV 0.3415 rad/V; K 0.1317 rad/pC
V = 3 V: W 92.42, x_n 36.97, x_p 55.45 nm
  g_n 2.6508, g_p 2.3570 um^-2
  C' 2.2418 pF/mm; dn_eff/dV 7.0354e-05 1/V
  dphi/dV 0.2852 rad/V; K 0.1272 rad/pC
V = 4 V: W 103.42, x_n 41.37, x_p 62.05 nm
  g_n 2.5896, g_p 2.2309 um^-2
  C' 2.0033 pF/mm; dn_eff/dV 6.0706e-05 1/V
  dphi/dV 0.2461 rad/V; K 0.1228 rad/pC
V_pi*L small-signal at 2 V: 0.9200 V cm
phase 0 to 4 V: formula 1.4794 rad, layered guide 1.4794 rad
charge moved 0 to 4 V: 11.1257 pC
phase with K held at its 0 V value: 1.5695 rad
C'(4 V)/C'(0 V): 0.4405
drift of K, 0 to 4 V: 220 nm guide -12.94 %
drift of K, 0 to 4 V: 2 um guide -0.33 %
max slope error vs layered guide: TE 0.009 %, TM 0.127 %
vs Poisson-Boltzmann at 0 V: C' -2.73 %, dphi/dV -2.74 %
vs Poisson-Boltzmann at 2 V: C' -0.88 %, dphi/dV -0.90 %
vs Poisson-Boltzmann at 4 V: C' -0.52 %, dphi/dV -0.56 %
slope change, hole exponent 0.8, 2 V: 0.261 %
```
